# Friedel Oscillations in Two Dimensions from the Lindhard Edge at 2kF, part 2

A charged centre sits near a cold, clean two-dimensional layer of carriers, and we want the screened potential far from it. The band is isotropic and parabolic, with mass \(m\) in electron masses and \(g\) equally filled flavours (spins and valleys). Formulas are in Hartree atomic units (\(\hbar\), the electron mass and the elementary charge are one) unless constants are restored. The carrier density is \(n=gk_F^2/4\pi\), with \(k_F\) the Fermi wavevector, and the density of states is \(N_0=gm/2\pi\).

The layer is a thin sheet with polarizability length \(r_0\) in a medium of dielectric constant \(\kappa\). Two carriers repel through

\[
v(q)=\frac{2\pi}{q(\kappa+r_0q)} .
\]

The centre, of charge number \(Z\) and sign opposite to the carriers, lies a distance \(d\) from the plane. Its unscreened potential energy is \(-w\), with \(w(q)=Zv(q)e^{-qd}\). The static response is \(N_0F(q)\), where

\[
F=1-s,\qquad
s(q)=\Theta(q-2k_F)\sqrt{1-\frac{4k_F^2}{q^2}},
\]

and \(\Theta\) is the unit step. In linear response and in the random-phase approximation, a carrier's potential energy \(U\) includes the average field of the induced density \(\delta n\):

\[
U=-w+v\,\delta n=-w-vN_0F\,U
\quad\Longrightarrow\quad
U(q)=-\frac{w}{1+aF},\qquad a(q)=N_0v(q).
\]

At \(q=0\) this is \(-Z/N_0\). In space,

\[
U(r)=\frac1{2\pi}\int_0^\infty q\,J_0(qr)\,U(q)\,dq ,
\]

where \(J_l\) is the Bessel function of the first kind of order \(l\).

The singularity at \(2k_F\) gives a leading ripple and a correction, with amplitudes

\[
A=\left.\frac{wa}{2\pi(1+a)^2}\right|_{q=2k_F}
\]

\[
B=\left.\frac{wa^2}{\pi\sqrt{\pi k_F}\,(1+a)^3}\right|_{q=2k_F},\qquad
\frac{B}{A\sqrt r}=\frac{2a}{1+a}\,\frac1{\sqrt{\pi k_Fr}} .
\]

The point \(q=0\) gives a smooth attractive tail,

\[
U_3(r)=-\frac{C}{r^3},\qquad C=\frac{Z}{2\pi N_0}\left(d+\frac1{q_s}\right),
\]

with screening wavevector \(q_s=2\pi N_0/\kappa=gm/\kappa\). The envelopes \(A/r^2\) and \(C/r^3\) are equal at \(r=C/A\).

## Size of the ripple in a channel, and its limits

The symbols needed from the first half are these. A layer with Fermi wavevector \(k_F\), density of states \(N_0\) and \(g\) flavours of mass \(m\) screens a centre of charge number \(Z\) at distance \(d\). At \(q=2k_F\), \(v\) is the interaction between carriers, \(w=Zve^{-qd}\) the strength of the centre, and \(a=N_0v\). The response is \(N_0F(q)\), with \(F=1-s\) and \(s\) a square root that starts at \(2k_F\). At zero temperature and in linear response, and leaving out an oscillating term from the edge that falls as \(r^{-3}\), like the last term kept,

\[
U(r)\simeq A\,\frac{\sin2k_Fr}{r^2}+B\,\frac{\cos(2k_Fr-\pi/4)}{r^{5/2}}-\frac{C}{r^3}.
\]

Temperature changes the law itself, because it rounds the edge. The response is linear in the occupation, and a Fermi function \(f\) is a weighted sum of sharp steps at energies \(E\) with weight \(-\partial f/\partial E\). The thermal \(F\) is therefore the same weighted average of sharp-edged ones. To first order in \(s\) the ripple is averaged too. Near the Fermi level \(k\simeq k_F+(E-\mu)/\hbar v_F\), with \(\mu\) the chemical potential and \(v_F\) the Fermi velocity. With \(u=(E-\mu)/k_BT\) and \(\omega=2k_BTr/\hbar v_F\), the leading ripple is multiplied by

\[
\int_{-\infty}^{\infty}\frac{e^{i\omega u}\,du}{4\cosh^2(u/2)}
=\int_0^1(1-p)^{i\omega}p^{-i\omega}dp
=\Gamma(1+i\omega)\Gamma(1-i\omega)=\frac{\pi\omega}{\sinh\pi\omega},
\]

where \(p=1/(e^u+1)\) was substituted and the beta integral used. The factor is \(X/\sinh X\) with \(X=r/L_T\) and \(L_T=\hbar v_F/2\pi k_BT\). The inverse-square law needs \(r\ll L_T\). Far beyond \(L_T\) the ripple decays exponentially.

For a numerical case, take a hole-doped monolayer of WSe2 as a transistor channel. The parameters are rough typical values: mass 0.45, \(10^{13}\) holes per cm\(^2\), surroundings with \(\kappa=4\), and sheet polarizability length \(r_0=4.5\) nm. The holes occupy two valleys, and in each valley the spin is fixed by the spin–orbit splitting, so \(g=2\). A single charge, \(Z=1\), lies 0.5 nm from the mid-plane. The metal gate that a transistor needs is left out. At a distance \(D\) from the channel, well above \(d\), it would weaken the smooth tail where \(r\) is comparable with \(D\) or larger, by an amount that depends on the side on which the charge lies. For \(D=10\) nm and the same \(\kappa\) on both sides, the coefficient of \(r^{-3}\) far from the centre falls to about a seventh of its ungated value if the charge lies between gate and channel, and only by about a sixth if it lies on the other side. It would hardly alter the ripple, because its image charges change the interaction at \(2k_F\) only by a fraction of order \(e^{-4k_FD}\).

The density is 0.1 nm\(^{-2}\), so

\[
k_F=\sqrt{4\pi n/g}=\sqrt{2\pi\times0.1}\ \mathrm{nm^{-1}}=0.793\ \mathrm{nm^{-1}},
\]

and the ripple has period \(\pi/k_F=3.96\) nm. The mass gives \(\hbar v_F=0.1342\) eV nm and a Fermi energy \(E_F=\hbar v_Fk_F/2=53.2\) meV. In a parabolic band \(N_0=n/E_F=1.880\) eV\(^{-1}\) nm\(^{-2}\). The screening wavevector is \(q_s=4.25\) nm\(^{-1}\).

At \(2k_F=1.585\) nm\(^{-1}\), with the Coulomb constant restored,

\[
v=\frac{\kappa q_s/N_0}{2k_F(\kappa+2k_Fr_0)}
=\frac{4\times4.252/1.880}{1.585\,(4+7.13)}=0.513\ \mathrm{eV\,nm^2}.
\]

Hence \(a=0.964\). The distance factor is \(e^{-2k_Fd}=0.453\), and \(w=0.232\) eV nm\(^2\). The amplitude follows:

\[
A=\frac{0.232\times0.964}{2\pi\,(1.964)^2}\ \mathrm{eV\,nm^2}
=9.2\ \mathrm{meV\,nm^2}=0.121\ \text{hartree bohr}^2 .
\]

The same inputs give \(B=5.7\) meV nm\(^{5/2}\), and for the tail

\[
C=\frac{0.5+1/4.252}{2\pi\times1.880}\ \mathrm{eV\,nm^3}=62\ \mathrm{meV\,nm^3}.
\]

The envelope of the leading ripple exceeds the tail beyond \(C/A=6.7\) nm, which is already more than one and a half periods from the centre.

The full integral for \(U(r)\) can be evaluated numerically for comparison. Gauss–Legendre quadrature was used, with \(q=2k_F+y^2\) above the edge so that the integrand is smooth in \(y\). The table gives the potential at three maxima of \(\sin2k_Fr\), in µeV. The column "three terms" is the sum of the leading ripple, the \(B\) term and the tail.

| \(r\) (nm) | full integral | leading ripple | tail | three terms |
|---|---|---|---|---|
| 8.9 | 43.4 | 116.0 | −87.8 | 45.4 |
| 20.8 | 16.7 | 21.3 | −6.9 | 16.5 |
| 40.6 | 5.08 | 5.59 | −0.93 | 5.05 |

At 8.9 nm the leading term alone is more than twice the full result, because the tail cancels most of it. At 40.6 nm it is 10 percent too large. The three terms together lie within 5 percent of the full integral at the first point and within 2 percent at the others. These points favour the sum. The next term from the edge, fitted to the full integral near 300 nm, is about \(-21\ \mathrm{meV\,nm^3}\cos(2k_Fr)/r^3\). It is of the same order as the tail and a third of its size, and it vanishes at the maxima of \(\sin2k_Fr\). A quarter of a period away it does not vanish: at 7.9 nm the full integral is −166 µeV against −102 µeV for the three terms, and at 19.8 nm it is −9.0 µeV against −5.7 µeV.

The approach to the law can be followed further out. Subtract the tail and the leading ripple from the full integral, and divide the largest remainder over one period by \(A/r^2\). The result is 0.049 near 100 nm and 0.028 near 400 nm, a fall as \(r^{-0.42}\). The \(B\) term alone would give at most 0.062 and 0.031, falling as \(r^{-1/2}\). With the \(B\) term also subtracted, the remainder is 0.024 and then 0.006, close to the \(r^{-1}\) expected of the next order. That remainder is still a sizeable part of the correction at 100 nm, which accounts for the measured power of 0.42 in place of one half. These distances test the mathematics; in a real channel other lengths intervene first.

The first of these lengths is thermal. At 4 K, \(L_T=62\) nm, and the ripple at 8.9 nm keeps 99.7 percent of its amplitude. At 124 nm, two thermal lengths out, \(X/\sinh X=0.552\). A numerical transform with the thermally averaged \(F\), with the tail removed, gives a ratio of 0.551 to the cold ripple. At 300 K, \(L_T=0.83\) nm, about a fifth of a period, and the factor at 8.9 nm is about \(4\times10^{-4}\). The linear relation between \(k\) and \(E\) is crude there, since \(k_BT/E_F=0.49\), but the conclusion that no useful ripple survives at that distance does not rest on the exact factor.

The second length is the mean free path. For a mobility of 1000 cm\(^2\)/Vs, a rough value for a cold sample, \(\ell=\hbar k_F\mu_h/e=52\) nm, with \(\mu_h\) the mobility. Scattering gives the wavevector an imaginary part \(1/2\ell\), so the factor \(e^{2ik_Fr}\) of a wave that travels to the centre and back acquires \(e^{-r/\ell}\). At 20.8 nm this is 0.67. The factor applies to the ripple averaged over the positions of the scatterers. In a single sample elastic scattering makes the phase irregular, and an irregular ripple can survive beyond \(\ell\). The mobility measures how fast momentum is lost. If small-angle scattering dominates, phase is lost sooner and the damping is stronger.

The random-phase approximation is itself doubtful at this density. With \(\kappa\) alone as the screening, the radius \(1/\sqrt{\pi n}\) of the circle that holds one hole on average is 3.8 effective Bohr radii, so their interaction is not weak compared with their kinetic energy. Exchange keeps holes of the same flavour apart and weakens the average field that each one feels. A local-field factor \(G\) describes this by replacing \(v\,\delta n\) with \(v(1-G)\delta n\) in the force on a carrier:

\[
\delta n=-N_0F\left[-w+v(1-G)\delta n\right]
\quad\Longrightarrow\quad
\delta n=\frac{N_0Fw}{1+a(1-G)F}.
\]

The potential felt by a test charge is still \(-w+v\,\delta n\). Its derivative with respect to \(F\) at \(F=1\) is \(wa/[1+a(1-G)]^2\), which replaces \(wa/(1+a)^2\) in \(A\). The Hubbard estimate is \(G=v(\sqrt{q^2+k_F^2})/[g\,v(q)]\). It equals 0.416 at \(2k_F\), and for a test charge \(A\) grows by the factor

\[
\left(\frac{1.964}{1+0.964\times0.584}\right)^2=1.58 .
\]

A carrier feels the induced field reduced by \(1-G\), so the ripple in its own potential energy changes by \(1.58\times0.584=0.92\) instead. Exchange thus strengthens the ripple in the density and in the electrostatic potential, but slightly weakens the one that acts on a carrier. Correlation between holes of different flavour is not included in this estimate. If it kept them apart as effectively as exchange does those of the same flavour, \(G\) would double to 0.83, and the factors 1.58 and 0.92 would become 2.9 and 0.48.

The layer also has a thickness, which matters when \(2k_F\) times the thickness is near one. Replace the sheet by a slab of thickness \(t=0.65\) nm and dielectric constant \(\epsilon=2r_0/t\), which in the limit \(t\to0\) returns the sheet. For a charge at mid-plane the potential is \(c_1e^{-qz}+c_2e^{qz}\) inside the upper half of the slab and \(c_3e^{-qz}\) above it. Gauss's law at mid-plane requires \(\epsilon q(c_1-c_2)=2\pi\). At the surface the potential and the normal displacement are continuous. The solution gives \(v=c_1+c_2\) and, by the symmetry between source and observer, \(w=Zc_3e^{-qd}\). Solved numerically at \(2k_F\) with all other parameters unchanged, these equations raise \(A\) by a factor 1.55. The slab is isotropic here, with \(\epsilon=13.8\) in every direction. A layered crystal has a smaller constant out of the plane, which lowers the factor: with 7.5 in that direction it is 1.44. The factor also depends on how \(\epsilon\) is assigned. The choice \(\epsilon=\kappa+2r_0/t=17.8\) returns the sheet equally well as \(t\to0\) and gives 1.32, or 1.20 with 7.5 out of the plane.

The band structure acts the other way. In a two-band model with gap \(\Delta\), the states at \(\pm\mathbf k\) are eigenvectors of

\[
\begin{pmatrix}\Delta/2&\pm h\\ \pm h&-\Delta/2\end{pmatrix},
\qquad h^2=\Delta E_F,
\]

where \(h^2\) is fixed by matching the band curvature to the mass. The eigenvectors are spinors tilted by angles \(\pm\vartheta\) with \(\tan\vartheta=2h/\Delta\), and their overlap is \(\cos\vartheta\). The probability of backscattering is thus multiplied by

\[
\cos^2\vartheta=\frac{1}{1+4h^2/\Delta^2}=\frac{1}{1+4E_F/\Delta},
\]

or 0.88 for a gap of roughly 1.6 eV. This weakens the square-root term by about 12 percent if \(F\) at the edge is otherwise left unchanged. The second spin band lies about 0.45 eV away, 8.5 times the Fermi energy, so the holes do not reach it.

A deeper objection concerns linear response. The numerical transform gives \(U(0)=-108\) meV, twice the Fermi energy, so the centre is not a weak perturbation. To estimate the effect, let carriers scatter fully in the potential \(U(r)\) already found. Outside the centre, the wave of angular momentum \(l\) is \(R_l=J_l\cos\delta_l-Y_l\sin\delta_l\), with \(Y_l\) the Bessel function of the second kind and \(\delta_l\) the phase shift. With \(\chi=kr-l\pi/2-\pi/4\), its change of density at large distance is proportional to

\[
\cos^2(\chi+\delta_l)-\cos^2\chi=(-1)^l\sin\delta_l\cos(2kr+\delta_l)
=(-1)^l\,\mathrm{Re}\!\left[e^{i\delta_l}\sin\delta_l\,e^{2ikr}\right].
\]

The sum over all positive and negative \(l\) is \(\mathrm{Re}[f e^{2ikr}]\), with \(f=\sum_l(-1)^le^{i\delta_l}\sin\delta_l\). Integration over \(k\) up to \(k_F\) leaves an end term proportional to \(\mathrm{Im}[f e^{2ik_Fr}]/r\). Together with the \(1/r\) of two circular waves this again gives \(r^{-2}\) and wavevector \(2k_F\). Within this picture, strong scattering changes the amplitude through \(|f|\) and the phase through \(\arg f\), but neither the power nor the period.

The phase shifts follow from adding the potential shell by shell. By the radial equation, a shell of thickness \(dr\) leaves the wave continuous and raises its slope by \(2mUR_l\,dr\). If \(\tilde R_l\) is the wave just outside the shell and \(R_l\) the wave without it, then \(R_l\tilde R_l'-R_l'\tilde R_l=2mUR_l^2\,dr\), with primes for derivatives with respect to \(r\). The two waves have phase shifts \(\delta_l+d\delta_l\) and \(\delta_l\), so the same combination equals \(-(J_lY_l'-Y_lJ_l')\,d\delta_l\). Since \(J_lY_l'-Y_lJ_l'=2/\pi r\), it follows that

\[
\frac{d\delta_l}{dr}=-\frac{\pi}{2}\,r\,2mU(r)\left[J_l(k_Fr)\cos\delta_l-Y_l(k_Fr)\sin\delta_l\right]^2 .
\]

In the Born approximation the bracket is replaced by \(J_l\). Because \(\sum_lJ_l^2=1\), the Born phase shifts then add to \(-mU(q{=}0)/2=mZ/2N_0=\pi Z/g\), here \(\pi/2\). This sum does not depend on \(d\) or \(\kappa\). For a centre close to the plane a few values of \(l\) share it, so the scattering is not weak. For a remote centre it is spread over many \(l\), and each phase shift is small. Similarly \(\sum_l(-1)^lJ_l^2(k_Fr)=J_0(2k_Fr)\) gives the Born value of \(f\):

\[
f_B=-\frac{m}{2}\,U(2k_F)=\frac{\pi N_0w}{g(1+a)}
=\frac{\pi\times1.880\times0.232}{2\times1.964}=0.35 .
\]

Numerical integration of the phase equation out to 60 nm gives \(\delta_0=0.69\), \(\delta_1=0.25\) and \(\delta_2=0.09\), against Born values of 0.70, 0.23 and 0.08. Although these agree closely, \(f\) does not stay near \(f_B\). For \(l=0\), \(e^{i\delta}\sin\delta=0.49+0.40i\), where the Born approximation has the real number 0.70, and the alternating sum cancels much of the real part. With the difference from Born summed up to \(|l|=6\), the modulus of \(f\) is 0.93 times \(f_B\) and its phase is 1.13 rad. If the distant ripple is still screened linearly, it becomes \(0.93A\sin(2k_Fr+1.13)/r^2\), shifted towards the centre by \(1.13/2k_F=0.7\) nm. The potential was not recomputed from the new density, so this indicates the size of the effect and does not replace a self-consistent calculation.

For a real WSe2 channel these estimates have unequal weight. The period follows from the density and the number of flavours, and for a circular Fermi line it is the most secure number here. The Fermi line of the holes is in fact slightly triangular. A threefold distortion lengthens one end of a diameter as it shortens the other, so the period depends on direction only at second order in the distortion. The amplitude of 9 meV nm\(^2\) is less certain: thickness taken alone raises it by up to about half, exchange taken alone lowers it slightly for a carrier but raises it by more than half for a test charge, correlation may change it by more than exchange does, and the position of the maxima can move by a fifth of a period. The assumption that an ordinary transistor breaks most severely is low temperature. At 300 K the thermal length is shorter than the period, and a smooth screened potential is the better starting point for the distant field. In a cold, clean channel at this density, the envelope of the ripple from a charge 0.5 nm from the mid-plane exceeds the smooth tail from about two periods outwards, and the regular ripple persists until scattering or temperature spoils it. For a charge 1 nm away the crossover lies at about six periods, and for more remote charges much further out. These crossovers are for a layer without a gate. A metal gate 5 to 10 nm away brings the crossover of the 1 nm charge in to two or three periods if the charge lies between gate and channel, and leaves it a little below six if the charge lies on the other side.
